# Weibull lifetimes from unfinished dielectric tests: censored likelihood and low-percentile bounds: test program

```python
"""Censored maximum likelihood for Weibull dielectric lifetimes.

Result under test: for F(t) = 1 - exp(-(t/eta)^beta) with right-censored data,
the shape beta is the single root of a monotone score equation, and
y_p = ln t_p = mu + sigma*w has large-sample variance
    sigma^2/r * (1 + (w - m)^2/(1 + v)).
Symbols: eta scale (h), beta shape, mu = ln eta, sigma = 1/beta,
r number of failures, p failed fraction, k = -ln(1-p), w = ln k,
z = (ln t - mu)/sigma, m and v = mean and variance of z with weights exp(z)/r.
Likelihood-ratio and simulation-calibrated bounds are tested as well.
All lives are synthetic. Times are in hours, fields in MV/cm.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize
from scipy.stats import norm, weibull_min


def draw(rng, eta, beta, stops, rows):
    """Synthetic experiments: log times and failure flags, one per row."""
    life = eta * rng.exponential(size=(rows, len(stops))) ** (1 / beta)
    return np.log(np.minimum(life, stops)), life <= stops


def score(beta, x, failed):
    """Monotone shape equation for one sample of log times x."""
    weight = np.exp(beta * (x - x.max()))
    return (weight @ x) / weight.sum() - 1 / beta - x[failed].mean()


def fit(x, failed, start=2.0):
    """Safeguarded Newton solution for every row; returns mu, sigma, r, m, v."""
    r = failed.sum(axis=1)
    top = x.max(axis=1)
    u = x - top[:, None]
    mean_failed = (failed * u).sum(axis=1) / r
    b = np.full(len(x), float(start))
    for _ in range(200):
        e = np.exp(b[:, None] * u)
        total = e.sum(axis=1)
        eu = e * u
        m1 = eu.sum(axis=1) / total
        m2 = np.einsum("ij,ij->i", eu, u) / total
        g = m1 - 1 / b - mean_failed
        slope = m2 - m1**2 + 1 / b**2
        new = np.clip(b - g / slope, b / 3, 3 * b)
        change = np.max(np.abs(new / b - 1))
        if change < 1e-8:
            break
        b = new
    else:
        raise RuntimeError("shape iteration did not converge")
    mu = top + np.log(total / r) / b
    m = b * (m1 + top - mu)
    v = b**2 * (m2 - m1**2)
    return mu, 1 / b, r, m, v


def log_percentile(result, w):
    """Estimate of ln t_p and its large-sample standard error."""
    mu, sigma, r, m, v = result
    return mu + sigma * w, sigma * np.sqrt((1 + (w - m)**2 / (1 + v)) / r)


def full_loglik(x, failed, mu, sigma):
    z = (x - mu[:, None]) / sigma[:, None]
    return (failed * (z - x - np.log(sigma)[:, None]) - np.exp(z)).sum(axis=1)


def profile_loglik(x, failed, y, k):
    """Largest log likelihood with ln t_p held at y, by bisection in ln beta."""
    u = x - y[:, None]
    r = failed.sum(axis=1)
    sum_u = (failed * u).sum(axis=1)
    lo, hi = np.full(len(x), -6.0), np.full(len(x), 6.0)
    for _ in range(60):
        mid = (lo + hi) / 2
        b = np.exp(mid)
        grow = np.exp(np.minimum(b[:, None] * u, 600))
        slope = r / b + sum_u - k * (u * grow).sum(axis=1)
        lo, hi = np.where(slope > 0, mid, lo), np.where(slope > 0, hi, mid)
    b = np.exp((lo + hi) / 2)
    hazard = k * np.exp(np.minimum(b[:, None] * u, 600)).sum(axis=1)
    return (r * np.log(b * k) + b * sum_u - (failed * x).sum(axis=1) - hazard)


def ratio_bounds(x, failed, k, c):
    """Lower and upper likelihood-ratio bounds on ln t_p for one sample."""
    result = fit(x, failed)
    y, se = (a[0] for a in log_percentile(result, np.log(k)))
    best = full_loglik(x, failed, result[0], result[1])[0]

    def excess(trial):
        value = profile_loglik(x, failed, np.array([trial]), k)[0]
        return 2 * (best - value) - c**2
    return brentq(excess, y - 12 * se, y), brentq(excess, y, y + 12 * se)


def quantile_95(values):
    ordered = np.sort(values)
    return ordered[int(np.ceil(0.95 * (len(ordered) + 1))) - 1]


# Round parameters of the synthetic experiment
eta_true, beta_true, p = 60.0, 3.0, 1e-4
stops = np.array([60.0] * 20 + [30.0] * 10)
k = -np.log1p(-p)
w = np.log(k)
c = norm.ppf(0.95)
y_true = np.log(eta_true) + w / beta_true

x, failed = draw(np.random.default_rng(7), eta_true, beta_true, stops, 1)
times = np.round(np.exp(x), 1)
x = np.log(times)
t, d = times[0], failed[0]
result = fit(x, failed)
mu, sigma, r, m, v = (a[0] for a in result)
eta, beta = np.exp(mu), 1 / sigma
y, se = (a[0] for a in log_percentile(result, w))


def definition_loglik(shape, scale):
    """Density for failures, survival probability for unfinished tests."""
    return (weibull_min.logpdf(t[d], shape, scale=scale).sum()
            + weibull_min.logsf(t[~d], shape, scale=scale).sum())


# Direct two-parameter maximization against the one-dimensional root
direct = minimize(lambda q: -definition_loglik(np.exp(q[0]), np.exp(q[1])),
                  [np.log(2.0), np.log(50.0)], method="Nelder-Mead",
                  options=dict(xatol=1e-8, fatol=1e-11, maxiter=2000))
assert np.allclose(np.exp(direct.x), [beta, eta], rtol=1e-5)

# Existence condition: equal failures without, then with, a later survivor
same = np.log(np.array([5.0, 5.0, 3.0]))
later = np.log(np.array([5.0, 5.0, 8.0]))
flags = np.array([True, True, False])
assert all(score(b, same, flags) < 0 for b in (0.1, 1, 10, 100, 1000))
assert score(0.1, later, flags) < 0 < score(1000, later, flags)

# Finite-difference curvature of the defining likelihood
h = 1e-3


def shifted(i, j):
    return definition_loglik(1 / (sigma + j * h), np.exp(mu + i * h))


centre = shifted(0, 0)
j11 = -(shifted(1, 0) - 2 * centre + shifted(-1, 0)) / h**2
j22 = -(shifted(0, 1) - 2 * centre + shifted(0, -1)) / h**2
j12 = -(shifted(1, 1) - shifted(1, -1) - shifted(-1, 1)
        + shifted(-1, -1)) / (4 * h**2)
direction = np.array([1.0, w])
numeric_var = direction @ np.linalg.solve([[j11, j12], [j12, j22]], direction)
# Central differences leave relative errors of order h^2/sigma^2
assert abs(numeric_var / se**2 - 1) < 2e-3

# Likelihood-ratio bound against a scan of the two-parameter contour
lower_lr, upper_lr = ratio_bounds(x, failed, k, c)
threshold = centre - c**2 / 2
contour = []
for b in np.linspace(0.4, 1.0, 150) * beta:
    ridge = np.log(np.sum(t**b) / r) / b
    def gap(log_scale):
        return definition_loglik(b, np.exp(log_scale)) - threshold
    if gap(ridge) > 0:
        contour.append(brentq(gap, ridge - 3, ridge) + w / b)
assert abs(min(contour) - lower_lr) < 3e-3  # finite spacing of the scan
left = np.linspace(y - 5 * se, y, 41)
right = np.linspace(y, y + 5 * se, 41)
for grid, sign in ((left, 1), (right, -1)):
    values = profile_loglik(np.repeat(x, 41, 0), np.repeat(failed, 41, 0),
                            grid, k)
    assert np.all(sign * np.diff(values) > 0)


def simulated_pivots(rng, scale, shape, stop_times, rows):
    xs, ds = draw(rng, scale, shape, stop_times, rows)
    keep = ds.sum(axis=1) >= 2
    estimate, error = log_percentile(fit(xs[keep], ds[keep], shape), w)
    return (estimate - np.log(scale) - w / shape) / error


# The pivot depends on parameters only through scaled stopping times
other_eta, other_beta = 5.0, 1.4
other_stops = other_eta * (stops / eta_true) ** (beta_true / other_beta)
one = simulated_pivots(np.random.default_rng(3), eta_true, beta_true,
                       stops, 300)
two = simulated_pivots(np.random.default_rng(3), other_eta, other_beta,
                       other_stops, 300)
three = simulated_pivots(np.random.default_rng(3), other_eta, other_beta,
                         1.5 * other_stops, 300)
assert np.allclose(one, two, atol=1e-5)
assert abs(np.std(one) - np.std(three)) > 1e-3

# Calibrated bounds for the example
pivots = simulated_pivots(np.random.default_rng(11), eta, beta, stops, 19999)
q_low, q_high = quantile_95(pivots), -quantile_95(-pivots)
lower_cal, upper_cal = y - q_low * se, y - q_high * se

# Coverage of the three lower bounds in repeated experiments
outer = 2000
rng = np.random.default_rng(19)
xs, ds = draw(rng, eta_true, beta_true, stops, outer)
assert np.all(ds.sum(axis=1) >= 2)
fits = fit(xs, ds, beta_true)
ys, ses = log_percentile(fits, w)
true_pivot = (ys - y_true) / ses
cover_wald = np.mean(true_pivot <= c)
deviance = 2 * (full_loglik(xs, ds, fits[0], fits[1])
                - profile_loglik(xs, ds, np.full(outer, y_true), k))
cover_lr = np.mean((ys <= y_true) | (deviance <= c**2))
covered = [true_pivot[i] <= quantile_95(simulated_pivots(
    rng, np.exp(fits[0][i]), 1 / fits[1][i], stops, 399))
    for i in range(outer)]
cover_cal = np.mean(covered)
noise = np.sqrt(0.95 * 0.05 / outer)
assert cover_wald < 0.95 - 4 * noise
assert cover_wald < cover_lr
assert abs(cover_cal - 0.95) < 4 * noise

# Tenfold larger experiments approach the large-sample law
xb, db = draw(rng, eta_true, beta_true, np.tile(stops, 10), outer)
yb, sb = log_percentile(fit(xb, db, beta_true), w)
cover_big = np.mean((yb - y_true) / sb <= c)
spread_ratio = np.std(yb) / np.mean(sb)
assert cover_big > cover_wald and abs(spread_ratio - 1) < 0.08

# Large samples expose wrong treatment of unfinished tests
many_stops = np.tile(stops, 700)
xm, dm = draw(rng, eta_true, beta_true, many_stops, 1)
y_all, se_all = (a[0] for a in log_percentile(fit(xm, dm), w))
assert abs(y_all - y_true) < 4 * se_all
only = xm[:, dm[0]]
fit_only = fit(only, np.ones_like(only, dtype=bool))
y_only, se_only = (a[0] for a in log_percentile(fit_only, w))

# Limit of the failures-only fit, by quadrature over the failure density
cell = 0.01
mid_t = np.arange(cell / 2, stops.max(), cell)
on_test = np.mean(stops[:, None] > mid_t, axis=0)
mass = weibull_min.pdf(mid_t, beta_true, scale=eta_true) * on_test
mass = mass / mass.sum()


def limit_score(shape):
    tilted = mass * mid_t**shape
    return (tilted @ np.log(mid_t) / tilted.sum() - 1 / shape
            - mass @ np.log(mid_t))


beta_limit = brentq(limit_score, 0.5, 20)
eta_limit = (mass @ mid_t**beta_limit) ** (1 / beta_limit)
y_limit = np.log(eta_limit) + w / beta_limit
assert abs(y_only - y_limit) < 4 * se_only
assert eta_limit < eta_true and beta_limit > beta_true
assert y_limit > y_true and y_only > y_true + 4 * se_only

# Removal triggered by approaching failure
life = eta_true * rng.exponential(size=(1, 21000)) ** (1 / beta_true)
pulled = rng.random(life.shape) < 1 / 3
informed = fit(np.log(np.where(pulled, 0.9 * life, life)), ~pulled)
eta_informed = np.exp(informed[0][0])
assert eta_informed > 1.03 * eta_true

# Area scaling checked by the weakest of many parts
area_ratio = 100
weakest = (eta_true * rng.exponential(size=(20000, area_ratio))
           ** (1 / beta_true)).min(axis=1)
median_law = eta_true * (np.log(2) / area_ratio) ** (1 / beta_true)
assert abs(np.log(np.median(weakest) / median_law)) < 0.02
y_area = mu + sigma * np.log(k / area_ratio)
lower_area = ratio_bounds(x, failed, k / area_ratio, c)[0]

# Effects outside the model, with rough assumed device parameters
thickness_nm, field, use_field = 50.0, 9.5, 4.0
gamma, activation_ev, temperature, hot = 3.5, 0.7, 423.0, 448.0
defect_fraction, defect_eta = 1e-3, 1.0


def defect_cdf(log_t):
    tt = np.exp(log_t)
    return (-defect_fraction * np.expm1(-tt / defect_eta)
            - (1 - defect_fraction) * np.expm1(-(tt / eta)**beta))


t_defect = np.exp(brentq(lambda a: defect_cdf(a) - p, -15, mu))
unseen = (1 - defect_fraction) ** len(stops)
log_spread = gamma * field * 0.01
u = np.linspace(-9, 9, 3601)
density = norm.pdf(u) * (u[1] - u[0])


def spread_cdf(log_t):
    return -np.sum(density * np.expm1(-np.exp(
        beta * (log_t - mu - log_spread * u))))


spread_factor = np.exp(brentq(lambda a: spread_cdf(a) - p, y - 8, y + 1) - y)
assert abs(np.log(spread_factor) + beta * log_spread**2 / 2) < 0.02
k_ev = constants.k / constants.e
heat_factor = np.exp(activation_ev / k_ev * (1 / temperature - 1 / hot))
log_gain = gamma * (field - use_field)
log_gain_inverse = gamma * field**2 * (1 / use_field - 1 / field)

print(f"true eta {eta_true:.0f} h, beta {beta_true:.0f}, p {p*1e6:.0f} ppm")
print(f"true t_p {np.exp(y_true):.3f} h")
for stop in (60.0, 30.0):
    group = np.sort(t[(stops == stop) & d])
    alive = np.sum((stops == stop) & ~d)
    print(f"stop {stop:.0f} h: {len(group)} failed, {alive} alive")
    for i in range(0, len(group), 8):
        print("  failure times (h):", *[f"{a:.1f}" for a in group[i:i + 8]])
print(f"failures r {r}, mean ln(t/h) of failures {x[0][d].mean():.5f}")
for b in (2.0, 3.0, 4.0, 5.0):
    print(f"score g at beta {b:.0f}: {score(b, x[0], d):.5f}")
print(f"fit: beta {beta:.4f}, eta {eta:.3f} h")
print(f"mu {mu:.5f}, sigma {sigma:.5f}, w {w:.5f}")
print(f"weighted mean m {m:.5f}, weighted variance v {v:.5f}")
print(f"ln(t_p/h) {y:.5f}, standard error {se:.5f}")
print(f"variance by formula {se**2:.5f}, by differences {numeric_var:.5f}")
print(f"estimated t_p {np.exp(y):.3f} h")
print(f"normal quantile {c:.4f}")
print(f"pivot quantiles 5% {q_high:.4f}, 95% {q_low:.4f}")
print("one-sided 95% bounds on t_p, lower and upper (h):")
print(f"  normal {np.exp(y-c*se):.4f}, {np.exp(y+c*se):.4f}")
print(f"  likelihood ratio {np.exp(lower_lr):.4f}, {np.exp(upper_lr):.4f}")
print(f"  calibrated {np.exp(lower_cal):.4f}, {np.exp(upper_cal):.4f}")
print(f"lower-bound coverage from {outer} experiments (%):")
print(f"  normal {100*cover_wald:.1f}, ratio {100*cover_lr:.1f}")
print(f"  calibrated {100*cover_cal:.1f}, noise {100*noise:.2f}")
print(f"  normal, tenfold sample {100*cover_big:.1f}")
print(f"tenfold sample: spread / mean standard error {spread_ratio:.3f}")
print(f"median estimated t_p / true {np.exp(np.median(ys)-y_true):.3f}")
print(f"large sample of {len(many_stops)}: t_p {np.exp(y_all):.3f} h")
print(f"  survivors discarded: t_p {np.exp(y_only):.3f} h")
print(f"  its predicted limit: t_p {np.exp(y_limit):.3f} h")
print(f"  limit beta {beta_limit:.3f}, eta {eta_limit:.2f} h")
print(f"one third pulled at 90% of life: eta {eta_informed:.2f} h")
print(f"area x{area_ratio}: t_p {np.exp(y_area):.4f} h")
print(f"  ratio lower bound {np.exp(lower_area):.4f} h")
print(f"oxide {thickness_nm:.0f} nm, stress {field:.1f} MV/cm")
print(f"  oxide voltage {field*thickness_nm*0.1:.1f} V")
print(f"defects {100*defect_fraction:.1f}%, mean life {defect_eta:.0f} h")
print(f"  t_p {t_defect:.4f} h, chance none in test {100*unseen:.1f}%")
print(f"1% thickness spread: t_p factor {spread_factor:.3f}")
print(f"activation {activation_ev:.1f} eV, {temperature:.0f} to {hot:.0f} K")
print(f"  life divided by {heat_factor:.2f}")
print(f"field slope {gamma:.1f} cm/MV, use field {use_field:.1f} MV/cm")
print(f"  exponential law gain {log_gain/np.log(10):.2f} decades")
print(f"  reciprocal law gain {log_gain_inverse/np.log(10):.2f} decades")
print(f"  10% slope error: life factor {np.exp(0.1*log_gain):.2f}")
print("every check passed")
```

Printed output:

```
true eta 60 h, beta 3, p 100 ppm
true t_p 2.785 h
stop 60 h: 14 failed, 6 alive
  failure times (h): 12.8 35.5 36.3 40.2 40.7 42.2 48.9 49.7
  failure times (h): 49.9 53.5 54.2 57.6 57.8 57.9
stop 30 h: 3 failed, 7 alive
  failure times (h): 16.9 23.5 25.3
failures r 17, mean ln(t/h) of failures 3.64211
score g at beta 2: -0.24189
score g at beta 3: -0.01709
score g at beta 4: 0.10371
score g at beta 5: 0.17802
fit: beta 3.1122, eta 56.408 h
mu 4.03261, sigma 0.32132, w -9.21029
weighted mean m -0.21531, weighted variance v 0.42681
ln(t_p/h) 1.07319, standard error 0.59200
variance by formula 0.35046, by differences 0.35046
estimated t_p 2.925 h
normal quantile 1.6449
pivot quantiles 5% -1.2345, 95% 2.3184
one-sided 95% bounds on t_p, lower and upper (h):
  normal 1.1045, 7.7442
  likelihood ratio 0.8408, 6.4544
  calibrated 0.7413, 6.0741
lower-bound coverage from 2000 experiments (%):
  normal 87.1, ratio 93.4
  calibrated 94.9, noise 0.49
  normal, tenfold sample 94.2
tenfold sample: spread / mean standard error 1.012
median estimated t_p / true 1.092
large sample of 21000: t_p 2.849 h
  survivors discarded: t_p 3.459 h
  its predicted limit: t_p 3.423 h
  limit beta 3.589, eta 44.56 h
one third pulled at 90% of life: eta 66.72 h
area x100: t_p 0.6660 h
  ratio lower bound 0.1015 h
oxide 50 nm, stress 9.5 MV/cm
  oxide voltage 47.5 V
defects 0.1%, mean life 1 h
  t_p 0.1054 h, chance none in test 97.0%
1% thickness spread: t_p factor 0.842
activation 0.7 eV, 423 to 448 K
  life divided by 2.92
field slope 3.5 cm/MV, use field 4.0 MV/cm
  exponential law gain 8.36 decades
  reciprocal law gain 19.86 decades
  10% slope error: life factor 6.86
every check passed
```
